Buckling of a silicon surface dimer in a two-level model

FIRST HALF: THE MODEL AND THE ONSET OF BUCKLING

On the (001) surface of silicon, neighbouring surface atoms pair up into dimers. A dimer may lie flat, with its two atoms at equal height, or it may buckle, with one atom up and the other down. Buckling strains the bonds to the atoms below, but it also changes the energies of the electrons in the dangling orbitals. The problem is to find which effect wins.

The model keeps one lattice coordinate and one orbital per atom. The coordinate u is the height of atom 1 minus the height of atom 2, so u = 0 is the flat dimer. All other lattice coordinates are held fixed. The two orbitals are taken as orthogonal. The dimer is isolated from other dimers, the nuclei are treated as classical particles, and the electrons are in their ground state at zero temperature. Until part (j) the electrons do not repel each other.

(a) How many electrons occupy the two dangling orbitals of a neutral dimer? Use the mirror symmetry of the flat dimer to find how the orbital energies and the hopping between the orbitals may depend on u.

Solution. A silicon atom has four valence electrons. A surface atom in a dimer forms two back bonds to the layer below and one sigma bond to its partner. Each of these bonds contains two electrons, one from each of the atoms it joins. The atom thus gives three electrons to bonds and keeps

4 − 2 − 1 = 1

electron for its dangling orbital. The dimer has two such atoms, hence two electrons in two dangling orbitals. This counting fixes the total number. It does not say how the two electrons are shared between the atoms.

The mirror operation that exchanges the two atoms changes u into −u. The energy of orbital 2 at height difference u must therefore equal that of orbital 1 at −u:

ε₂(u) = ε₁(−u).

Expand the first energy to second order, calling the linear coefficient −g:

ε₁(u) = ε₀ − gu + au²,
ε₂(u) = ε₀ + gu + au².

The difference ε₂ − ε₁ = 2gu is odd in u. The mean, ε₀ + au², is even. For two electrons the mean contributes 2ε₀ + 2au² to the total energy. The constant can be set to zero by the choice of energy origin, and the quadratic term can be counted as part of the lattice energy. What remains is a level shift of −gu on atom 1 and +gu on atom 2.

The sign of g has a chemical origin. When an atom moves up, the angles between its three bonds become smaller, and the bonds use more p character. More s character is left for the dangling orbital, and since an s level lies below a p level, that orbital goes down in energy. The atom that moves down comes closer to the plane of its three neighbours, and its dangling orbital becomes more p-like and rises. With u > 0 atom 1 is the upper one, so g > 0. The sign of g will turn out not to affect the total energy, which contains g only as g².

The hopping amplitude joins the two orbitals and is unchanged when the atoms are exchanged, so it is even in u. Its lowest term is a constant, written −t with t > 0. The next term, of order u², is left out for now and treated in part (i).

(b) Write the one-electron Hamiltonian and find its levels. What does t mean for the flat dimer?

Solution. In the basis of orbital 1 and orbital 2 the Hamiltonian has the rows

H(u) = [ −gu , −t ]
       [ −t , +gu ].

A level ε satisfies det(H − ε) = 0:

(−gu − ε)(gu − ε) − t² = 0.

The product of the two brackets is −(gu + ε)(gu − ε) = −(g²u² − ε²) = ε² − g²u². The condition becomes

ε² = t² + g²u².

Define the positive energy

W(u) = √(t² + g²u²).

The levels are −W and +W. At u = 0 they are −t, the bonding level, and +t, the antibonding level. Hence t is half the bonding–antibonding splitting of the flat dimer. Buckling pushes the two levels apart, whichever atom goes up.

(c) Let the lattice energy be Ku²/2. Find the total energy for two electrons, expand it to fourth order in u, and decide when the flat dimer is unstable against a small buckling.

Solution. Two electrons of opposite spin fill the lower level, each contributing −W. The total energy is

E(u) = Ku²/2 − 2√(t² + g²u²).

The stiffness K describes the cost of moving the atoms without the response of these two electrons to the level shifts. That response is the second term. If K were taken from a calculation in which the electrons had already adjusted, the response would be counted twice.

To expand, take t out of the root and set x = g²u²/t²:

−2√(t² + g²u²) = −2t√(1 + x).

The binomial series is √(1 + x) = 1 + x/2 − x²/8 + ..., so

−2t√(1 + x) = −2t − tx + tx²/4 + ...
            = −2t − g²u²/t + g⁴u⁴/(4t³) + ...

Adding the lattice energy gives

E(u) = −2t + (K/2 − g²/t)u² + g⁴u⁴/(4t³) + ...

The curvature at the flat geometry is twice the coefficient of u²:

E″(0) = K − 2g²/t.

The linear term is absent by symmetry, so the sign of the curvature decides the response to a small displacement. It is negative when 2g²/t > K. Multiplication by the positive number t gives

2g² > Kt.

At equality the quadratic term vanishes, and the positive fourth-order term still makes the flat dimer a local minimum. The inequality is therefore strict.

The two sides have a plain meaning. A stiff lattice resists the displacement. A large hopping resists it too, because it ties both electrons to a bonding orbital spread equally over the two atoms, which gains nothing to first order when one atom goes down in energy and the other goes up by the same amount. The gain appears at second order, when the bonding orbital mixes with the antibonding one and moves its weight toward the upper atom.

This can be seen directly. The bonding and antibonding orbitals have components (1, 1)/√2 and (1, −1)/√2. The matrix element of the level shifts between them is

½[(−gu)(1)(1) + (gu)(1)(−1)] = −gu.

The energy denominator is the splitting 2t. Second-order perturbation theory lowers each bonding electron by (gu)²/(2t), and two electrons by g²u²/t, in agreement with the expansion. An instability of this kind, driven by the mixing of a filled and an empty level, is called a pseudo-Jahn–Teller instability.

(d) The curvature tests small displacements only. Could a strongly buckled dimer have a lower energy than the flat one even when 2g² ≤ Kt?

Solution. Use W as the variable instead of u. From W² = t² + g²u²,

u² = (W² − t²)/g²,   W ≥ t.

For g ≠ 0 the energy becomes a quadratic function of W:

E = K(W² − t²)/(2g²) − 2W.

To complete the square, note that

(K/(2g²))(W − 2g²/K)² = KW²/(2g²) − 2W + 2g²/K.

The cross term is (K/(2g²))·2·(2g²/K)·W = 2W, and the last term is (K/(2g²))(4g⁴/K²) = 2g²/K. Therefore

E = (K/(2g²))(W − 2g²/K)² − 2g²/K − Kt²/(2g²).

The last two terms do not depend on W. The energy is lowest where W is as near as possible to 2g²/K within the allowed range W ≥ t.

If 2g²/K ≤ t, the nearest allowed value is W = t, which means u = 0. The energy rises steadily with W from there, so no buckled geometry, however strongly displaced, lies below the flat one. If 2g²/K > t, the minimum is at W = 2g²/K, which is larger than t and so requires u ≠ 0.

Thus, in this model of independent electrons and a harmonic lattice, the local condition is also the condition for the lowest-energy state. The change is continuous as well: at the minimum

g²u² = (2g²/K)² − t²,

and the right-hand side goes to zero as 2g²/K approaches t from above. The height difference grows from zero and does not jump.

(e) The factor 2 in the criterion depends on how the coupling, the hopping and the coordinate are defined. Rewrite the criterion (i) in terms of the level splittings G|u| caused by buckling alone and Δ of the flat dimer, and (ii) in terms of the displacement q of each atom from the mean height.

Solution. (i) Without hopping the levels are separated by 2g|u|, so G = 2g. Without buckling they are separated by 2t, so Δ = 2t. Substitution of g = G/2 and t = Δ/2 gives

2(G/2)² > KΔ/2,

which is G²/2 > KΔ/2, or

G² > KΔ.

The factor 2 has disappeared, but the physical condition is the same.

(ii) Atom 1 is at height +q and atom 2 at −q, so u = 2q. The level shift is gu = 2gq, which makes the coupling per unit q equal to g′ = 2g. The lattice energy is Ku²/2 = 4Kq²/2, which makes the stiffness for q equal to K′ = 4K. Then

2g′² = 8g²,   K′t = 4Kt,

and 2g′² > K′t is again 2g² > Kt. The criterion keeps its form because the coupling and the stiffness refer to the same coordinate; the ratio g²/K is unchanged by any rescaling of u. If instead each atom is given its own spring constant κ, the lattice energy is 2·κq²/2 = κq², so K′ = 2κ. The criterion then reads 2g′² > 2κt, or g′² > κt. A value of g or K is therefore of no use until its coordinate and its energy expression are known.

(f) Suppose that electrons are removed from or added to the dangling orbitals, with K, g and t unchanged. How does the condition for buckling depend on their number N?

Solution. Each electron in the lower level contributes −W, and each in the upper level +W. Let ν be the number in the lower level minus the number in the upper one. The total energy is

E(u) = Ku²/2 − νW(u).

Since W = t + g²u²/(2t) + ..., the curvature at u = 0 is

E″(0) = K − νg²/t.

The lower level holds two electrons. In the ground state, N = 0, 1, 2, 3, 4 therefore gives ν = 0, 1, 2, 1, 0. The condition for an unstable flat dimer is νg² > Kt.

Two electrons give the strongest drive toward buckling. With one or three electrons the coupling squared must be twice as large. With no electrons or with four there is no drive, since an empty pair of levels gains nothing and a full pair gains as much in one level as it loses in the other. The same holds for two electrons of parallel spin, which must occupy different levels: then ν = 0.

This is where the electron count of part (a) enters the criterion. The factor 2 in 2g² > Kt is the number of electrons in the bonding level. The result for N ≠ 2 assumes that charging leaves K unchanged. In a real dimer it need not, because the even level shift au² of part (a) was included in K for two electrons and contributes Nau² for N electrons.

SECOND HALF: THE BUCKLED DIMER AND THE LIMITS OF THE MODEL

The symbols are these. The height difference of the two atoms is u, and atom 1 is the upper one for u > 0. Buckling shifts the orbital energies by −gu on atom 1 and +gu on atom 2. The hopping is −t, the lattice energy is Ku²/2, and two electrons occupy the lower of the levels ±W, with W = √(t² + g²u²). The first half gave the energy in the form

E = (K/(2g²))(W − 2g²/K)² − 2g²/K − Kt²/(2g²),

with W ≥ t. The flat dimer is unstable when 2g² > Kt, and the minimum is then at W = 2g²/K. The curvature at u = 0 is K − νg²/t, where ν is the number of electrons in the lower level minus the number in the upper one.

(g) For an unstable flat dimer, find the height difference at the minimum, the level gap, the energy gained by buckling and the number of electrons on each atom. Discuss the limits of weak and strong buckling.

Solution. It is convenient to measure the distance from the threshold by

λ = 2g²/(Kt).

Buckling requires λ > 1. The minimum is at W* = 2g²/K = λt. From g²u² = W² − t²,

u*² = 4g²/K² − t²/g² = (t²/g²)(λ² − 1).

There are two minima, at +u* and −u*, because either atom may be the upper one. The level gap is

2W* = 4g²/K.

It does not contain t. A larger hopping increases the covalent part of the gap but reduces the buckling, and in this model the two changes cancel as long as the dimer remains buckled.

For the energy gain, compare W = t with W = λt in the completed square. The constant terms cancel, and the square vanishes at the minimum. Since K/(2g²) = 1/(λt),

E(0) − E(u*) = (1/(λt))(t − λt)² = t(λ − 1)²/λ.

This is also the barrier for turning the dimer over along the coordinate u. On the way from u* to −u*, W first falls from λt to t and then rises again, and E is highest at W = t, where the dimer is flat. A dimer that passes back and forth between its two minima has zero height difference on average, although it is buckled most of the time if it stays near the minima.

For the occupations, let the lower orbital have real components c₁ and c₂ with c₁² + c₂² = 1. The first row of the eigenvalue equation is

−gu c₁ − t c₂ = −W c₁,

so that c₂/c₁ = (W − gu)/t. Normalization gives

c₁² = t²/[t² + (W − gu)²].

Insert t² = W² − g²u² in the denominator:

W² − g²u² + W² − 2Wgu + g²u² = 2W(W − gu).

The numerator is t² = (W − gu)(W + gu). The factor W − gu cancels, leaving

c₁² = (W + gu)/(2W).

With two electrons in this orbital, the occupations are

n₁ = 2c₁² = 1 + gu/W,
n₂ = 2 − n₁ = 1 − gu/W.

At the minimum with u* > 0, gu*/W* = √(λ² − 1)/λ, and hence

n₁ = 1 + √(1 − 1/λ²),
n₂ = 1 − √(1 − 1/λ²).

The upper atom gains electrons and the lower atom loses them. The force balance shows how this charge transfer holds the dimer in its buckled shape. Setting the derivative of E to zero gives

Ku = 2g²u/W = g(n₁ − n₂).

The left side is the restoring force of the lattice. The right side is the force exerted by the unequal occupations.

Just above the threshold, λ² − 1 ≈ 2(λ − 1). The height difference grows as (t/g)√(2(λ − 1)), while the energy gain grows as t(λ − 1)². Far above the threshold, u* approaches 2g/K and the occupations approach 2 and 0. This is the picture of a full lone pair on the upper atom and an empty orbital on the lower one. At finite λ the transfer is partial, although the total remains two electrons.

(h) Take the round values t = 0.50 eV, K = 6.00 eV/Å² and g = 1.50 eV/Å. They are model parameters and are not fitted to silicon. Is the dimer buckled, and what are the quantities of part (g)? What happens at g = 1.00 eV/Å, and at other electron counts? How good is the fourth-order expansion for finding the minimum?

Solution. The two sides of the criterion are

2g² = 2 × 1.50² = 4.50 eV²/Å²,
Kt = 6.00 × 0.50 = 3.00 eV²/Å².

The first is larger, so the dimer buckles, with λ = 4.50/3.00 = 1.50. The threshold coupling for these values of K and t is

√(Kt/2) = √1.50 = 1.22 eV/Å.

The curvature of the flat dimer is 6.00 − 4.50/0.50 = −3.00 eV/Å². The height difference follows from

u*² = 4 × 2.25/36.0 − 0.25/2.25 = 0.250 − 0.111 = 0.139 Å²,
u* = 0.373 Å.

The level gap increases from 2t = 1.00 eV to

4g²/K = 4 × 2.25/6.00 = 1.50 eV.

The energy gain is

t(λ − 1)²/λ = 0.50 × 0.25/1.50 = 0.083 eV.

It is a small difference between two larger terms. The electrons gain 2(W* − t) = 2(0.75 − 0.50) = 0.50 eV, and the lattice costs Ku*²/2 = 3.00 × 0.139 = 0.417 eV. The occupations are 1 ± √(1 − 1/2.25), or 1.745 electrons on the upper atom and 0.255 on the lower one. Even with a gap half as large again as that of the flat dimer, the orbital on the lower atom is not empty.

At g = 1.00 eV/Å, 2g² is 2.00 eV²/Å², which is less than Kt. The curvature is 6.00 − 2.00/0.50 = 2.00 eV/Å², and the dimer stays flat. The electrons have still softened the lattice, from 6.00 to 2.00 eV/Å².

Returning to g = 1.50 eV/Å, we have g²/t = 4.50 eV/Å². With one or three electrons the curvature is 6.00 − 4.50 = 1.50 eV/Å², and with none or four it is 6.00 eV/Å². Of the five fillings, two electrons alone make the flat dimer unstable here.

The fourth-order expansion has the coefficients K/2 − g²/t = −1.50 eV/Å² and g⁴/(4t³) = 10.1 eV/Å⁴. Its own minimum is at

u² = 1.50/(2 × 10.1) = 0.074 Å²,   u = 0.27 Å.

This is about 27 per cent below the value 0.373 Å from the full energy. The fourth-order form drops all terms from x³ on, where x = g²u²/t², and these are negligible only when x is much smaller than 1. At the true minimum x = λ² − 1 = 1.25. This even lies beyond x = 1, up to which the binomial series converges, so adding further terms would not give the energy there. The expansion gives the threshold correctly, but it does not describe a minimum this far from it.

(i) Buckling may also weaken the hopping. Let the hopping amplitude have magnitude t − βu² with β > 0. How does the criterion change?

Solution. The energy is now

E(u) = Ku²/2 − 2√((t − βu²)² + g²u²).

To order u², the expression under the root is

t² − 2tβu² + g²u² = t²[1 + (g² − 2tβ)u²/t²].

With √(1 + x) ≈ 1 + x/2, the electronic energy becomes

−2t − (g² − 2tβ)u²/t = −2t − g²u²/t + 2βu².

The last term adds 4β to the curvature:

E″(0) = K + 4β − 2g²/t.

The flat dimer is unstable when 2g² > (K + 4β)t. The loss of covalent bonding acts as an extra stiffness, and for two electrons it can be absorbed in K. For the parameters of part (h) with β = 0.30 eV/Å², the curvature changes from −3.00 to −3.00 + 1.20 = −1.80 eV/Å², so the flat dimer is still unstable. At larger u the term β²u⁴ under the root matters too, and the completed square of part (d) is no longer available. Its conclusion survives when 4β < K. As a function of y = u², the second derivative of the root has the sign of g²(4tβ − g²). If g² ≥ 4tβ, E is convex in y, and the slope at y = 0 decides where the minimum lies. If g² < 4tβ, E is concave in y, and its slope falls toward K/2 − 2β > 0 but stays above it, so E rises everywhere and the dimer is flat. For 4β > K the energy falls without bound at large u, which only shows that the form t − βu² cannot be used where βu² approaches t.

(j) Now let two electrons on the same atom repel each other with energy U > 0. Find the condition for the flat dimer to be unstable against small buckling.

Solution. The two electrons are in a spin singlet, so their spatial wave function is symmetric. With orbitals φ₁ and φ₂, three such functions exist:

A = φ₁φ₁,
B = φ₂φ₂,
C = (φ₁φ₂ + φ₂φ₁)/√2.

A has both electrons on atom 1 and energy U − 2gu. B has both on atom 2 and energy U + 2gu. C has one on each atom, and its energy is zero since the two level shifts cancel. Hopping moves either electron, so it turns A into −t(φ₂φ₁ + φ₁φ₂) = −√2 t C. It turns B into −√2 t C as well.

For the flat dimer it is useful to form

S = (A + B)/√2,   M = (A − B)/√2.

Hopping couples S to C with strength −√2 t × 2/√2 = −2t. For M the two contributions cancel, so M is an eigenstate with energy U. In the space of C and S the energy satisfies

−ε(U − ε) − 4t² = 0,   or   ε² − Uε − 4t² = 0.

The lower root is

E₀ = [U − √(U² + 16t²)]/2.

It is negative and thus lies below the triplet, which has one electron on each atom and zero energy. Define the excitation energy from the ground state to M,

D = U − E₀ = [U + √(U² + 16t²)]/2.

The product of the two roots of the quadratic equation is −4t², and the upper root is D. Hence E₀ = −4t²/D.

Write the ground state as cC + sS. The row of the eigenvalue equation that belongs to C is −2ts = E₀c, so s/c = −E₀/(2t) = 2t/D. Together with c² + s² = 1 this gives

s² = (4t²/D²)/(1 + 4t²/D²) = 4t²/(D² + 4t²).

Buckling adds −2gu to A and +2gu to B. Acting on S it gives (−2guA + 2guB)/√2 = −2guM, and acting on C it gives zero. There is no first-order change of the energy. To second order the ground state mixes with M, with matrix element −2gus and energy denominator D:

δE = −4g²u²s²/D = −16g²t²u²/[D(D² + 4t²)].

The total curvature is therefore

E″(0) = K − 32g²t²/[D(D² + 4t²)],

and the flat dimer is locally unstable when

32g²t² > KD(D² + 4t²).

At U = 0, D = 2t and the right side is K × 2t × 8t² = 16Kt³. Division by 16t² returns 2g² > Kt. As U increases, D increases, and the condition becomes harder to meet. Repulsion acts in two ways: it reduces the weight s² of the doubly occupied configurations, and it raises the energy D needed to make them unequal.

Take the example of part (h) with U = 0.50 eV. Then √(U² + 16t²) = √4.25 = 2.062 eV, D = 1.281 eV, and D(D² + 4t²) = 1.281 × 2.640 = 3.382 eV³. The threshold coupling is

g = √(6.00 × 3.382/(32 × 0.25)) = 1.59 eV/Å,

compared with 1.22 eV/Å without repulsion. The chosen coupling of 1.50 eV/Å now lies below the threshold, and the curvature is 0.68 eV/Å². Diagonalizing the two-electron Hamiltonian and searching numerically for the lowest energy between u = 0 and 2 Å places the minimum at u = 0. A repulsion as large as t has removed the buckling found for independent electrons.

(k) With repulsion, does a locally stable flat dimer have to be the ground state?

Solution. It does not. Consider a separate case with t = 0.30 eV, U = 1.50 eV, K = 4.00 eV/Å² and g = 2.00 eV/Å. The formula of part (j) gives a curvature of 1.95 eV/Å², so the flat dimer is locally stable. Its energy is

E₀ = [1.50 − √(2.25 + 1.44)]/2 = −0.21 eV.

Now put both electrons on the upper atom, which is configuration A. Including the lattice, its energy is

U − 2gu + Ku²/2.

This is lowest at u = 2g/K = 1.00 Å, where it equals

U − 2g²/K = 1.50 − 2.00 = −0.50 eV.

By the variational principle the true ground-state energy at this u cannot be higher than −0.50 eV, so a buckled dimer lies below the flat one. Numerical diagonalization and minimization give u = 0.97 Å and an energy of −0.57 eV.

Small displacements and large ones test different things here. Near u = 0 the electrons are mostly one on each atom, and a small level shift cannot overcome U. At large u the difference 2gu between the two orbital energies exceeds U, and the pair moves to the upper atom. Between the two minima the energy must pass over a barrier, and if the parameters are varied until the buckled minimum becomes the lower one, the height difference of the ground state jumps.

The case also satisfies the criterion for independent electrons, since 2g² = 8.00 eV²/Å² and Kt = 1.20 eV²/Å², yet its flat dimer is locally stable. More generally, D(D² + 4t²) exceeds 16t³ for any U > 0, so 2g² > Kt no longer marks the point where the flat dimer loses its stability. The condition of part (j) does mark it, but once U exceeds about t that local condition does not by itself identify the ground state. The dividing value follows from the determinant in the space of C, S and M, which gives 4g²u² = (U − ε)² + 4t²U/ε − 4t² for the electronic ground-state energy ε < 0. The second derivative of the right side with respect to ε is 2 − 8t²U/|ε|³, and |ε| grows with u from |E₀|. If |E₀|³ > 4t²U, the energy is convex in u² everywhere and the local condition is also the global one. Equality, together with |E₀|(|E₀| + U) = 4t², gives U ≈ 0.97t. Above this value the energy is concave in u² near u = 0, and there are values of g and K for which a buckled dimer lies below a flat one that is still locally stable. Coupling between neighbouring dimers, which can favour particular patterns of up and down atoms, lies outside the model in either case. The model also does not say where silicon lies. The unscreened repulsion in a silicon dangling orbital is several eV, several times t, and the value that applies at the surface depends on screening by the substrate. The criterion 2g² > Kt therefore shows the mechanism that favours buckling, but it does not by itself decide whether a real dimer on Si(001) is buckled.
